# Buckling of a clamped metal line across an air gap

## Problem

A straight metal line of rectangular cross-section bridges an air gap. Both ends are clamped in solid supports a distance $L$ apart, and nothing touches the line in between. On heating, the line tries to grow more than its supports allow. The mismatch strain $\varepsilon>0$ is the fraction by which the free line would be longer than the span.

(a) For $\varepsilon=0.49$ percent, at what ratio of span to thickness does the straight line become unstable? Which side of the section is meant by "thickness"?

(b) Find the limiting span of a copper line 50 nm wide and 100 nm high, separated by 50 nm spaces from its neighbours, which is stress-free at 300 K and is heated to 650 K. Take an expansion mismatch to silicon of 14 ppm/K.

(c) How far do yield, soft supports, shear and the electric pull of the neighbours move the answer?

Let $t$ be the smaller side of the section and $h$ the larger, with $A=th$. The line is uniform, slender and elastic, with Young's modulus $E$, and its side faces are free. Its slopes are small. The supports are at first rigid and keep their distance. Compressive force $P$ and compressive stress $\sigma$ are counted positive.

## First estimate by scaling

Let the line bow sideways by a small amount $a$. Its slope is of order $a/L$ and its curvature of order $a/L^2$. Two energies compete.

Bending costs energy. The bending stiffness is of order $Eht^3$, so the cost is of order
$$Eht^3\left(\frac{a}{L^2}\right)^2L .$$

Bowing also makes the path between the supports longer, by about $L(a/L)^2=a^2/L$. This relieves the compression. The force is $P=Eth\,\varepsilon$, so the energy released is of order $Eth\,\varepsilon\,a^2/L$.

The amplitude cancels when the two are set equal:
$$\varepsilon\sim\left(\frac tL\right)^2,\qquad \frac Lt\sim\frac1{\sqrt\varepsilon}=\frac1{0.07}\approx14 .$$

The estimate gives the dependence on strain, and shows that $E$ drops out: a stiffer line resists bending more, but is also pushed harder. It cannot give the numerical factor, which depends on the section and on the shape of the bow.

## Exact solution of the slender-beam model

**The force.** The free line would have length $L(1+\varepsilon)$ but is held at $L$. To first order in $\varepsilon$ its elastic strain is a shortening $\varepsilon$. Because the side faces are free, the stress is uniaxial:
$$\sigma=E\varepsilon,\qquad P=EA\varepsilon=Eth\,\varepsilon. \tag{1}$$

**The bending stiffness.** If the line bows along $t$, a fibre at distance $y$ from the mid-plane gains a strain proportional to $y$ times the curvature. Its stress has a lever arm $y$, so the stiffness is $EI$ with
$$I=h\int_{-t/2}^{t/2}y^2\,dy=\frac{ht^3}{12}. \tag{2}$$
For bowing along $h$ the same integral gives $th^3/12$, which is larger by $(h/t)^2$. With equal clamping in both directions, the line therefore bows along its smaller side. That side is the "thickness", whether it lies vertically or horizontally.

**Equilibrium of the bent line.** Let $w(x)$ be the sideways displacement, with $0\le x\le L$. Cut the line at $x$ and balance moments on the left part. The end supplies an unknown moment $M_0$ and transverse force $V$, and the compression acts with lever arm $w$:
$$EIw''=M_0+Vx-Pw. \tag{3}$$
The last sign says that compression bends a bow with $w>0$ further outwards, since such a bow has $w''<0$ at its top. Two derivatives remove the unknown end reactions:
$$EIw''''+Pw''=0. \tag{4}$$
Here $P$ may be held at the value (1), because a bow changes the length, and hence the force, only at second order in $w$.

Define $q^2=P/EI$. From (1) and (2),
$$q^2=\frac{Eth\,\varepsilon}{Eht^3/12}=\frac{12\varepsilon}{t^2}. \tag{5}$$
The general solution of (4) is
$$w=a_1\cos qx+a_2\sin qx+a_3x+a_4 .$$

**Clamped ends.** A clamp fixes displacement and slope. At $x=0$, $w=0$ gives $a_4=-a_1$, and $w'=0$ gives $a_3=-qa_2$. At $x=L$ the two conditions become
$$a_1(\cos qL-1)+a_2(\sin qL-qL)=0,$$
$$-a_1\sin qL+a_2(\cos qL-1)=0,$$
where the second has been divided by $q$. A nonzero bow requires a vanishing determinant:
$$(\cos qL-1)^2+\sin qL\,(\sin qL-qL)=0 .$$
Expanding and using $\cos^2+\sin^2=1$ gives
$$2-2\cos qL-qL\sin qL=0. \tag{6}$$
Put $u=qL/2$. Then $2-2\cos2u=4\sin^2u$ and $2u\sin2u=4u\sin u\cos u$, so
$$4\sin u\,(\sin u-u\cos u)=0. \tag{7}$$

The first factor vanishes first at $u=\pi$. The second factor, $f(u)=\sin u-u\cos u$, starts at zero and has $f'(u)=u\sin u>0$ for $0<u<\pi$. It has no root in that interval or at $\pi$; its first positive root is $u=4.493$. The root $u=0$ means no load, for which a clamped line has no bow. Hence the lowest load has $qL=2\pi$:
$$P_{\rm cr}=\frac{4\pi^2EI}{L^2}. \tag{8}$$
With $qL=2\pi$ the end conditions give $a_2=0$, so the bow has the shape $1-\cos(2\pi x/L)$.

A finite-element calculation gives the two lowest loads as $39.478$ and $80.763$ in units of $EI/L^2$. They agree with $4\pi^2$ and $4(4.4934)^2$.

**The critical strain and span.** Set the mismatch force (1) equal to (8):
$$Eth\,\varepsilon_{\rm cr}=\frac{4\pi^2}{L^2}\,\frac{Eht^3}{12}.$$
Cancelling $Eth$ leaves
$$\varepsilon_{\rm cr}=\frac{\pi^2t^2}{3L^2},\qquad
\left(\frac Lt\right)_{\rm cr}=\frac{\pi}{\sqrt{3\varepsilon}}. \tag{9}$$
For $\varepsilon=0.0049$,
$$\left(\frac Lt\right)_{\rm cr}=\frac{3.1416}{\sqrt{0.0147}}=25.9\approx26 .$$

**Why longer spans are the unstable ones.** Equation (8) locates a load at which a bent equilibrium exists. The energy shows on which side the straight line fails. A small bow lengthens the path by
$$\Delta L=\int_0^L\left(\sqrt{1+w'^2}-1\right)dx\simeq\frac12\int_0^Lw'^2dx .$$
The compressive strain falls from $\varepsilon$ to $\varepsilon-\Delta L/L$, so the compression energy changes by
$$\frac{EAL}{2}\left[\left(\varepsilon-\frac{\Delta L}{L}\right)^2-\varepsilon^2\right]\simeq-EA\varepsilon\,\Delta L=-P\,\Delta L .$$
Adding the bending energy gives, to second order in $w$,
$$\Delta U=\frac12\int_0^L\left(EIw''^2-Pw'^2\right)dx. \tag{10}$$
Insert $w=(a/2)(1-\cos kx)$ with $k=2\pi/L$. The squares of sine and cosine each integrate to $L/2$, so
$$\Delta U=\frac{a^2k^2L}{16}\left(EIk^2-P\right)=\frac{\pi^2a^2}{4L}\left(P_{\rm cr}-P\right). \tag{11}$$
For $P>P_{\rm cr}$ the bow lowers the energy and the straight line is unstable. For $P<P_{\rm cr}$ no other small bow can do so either. The smallest value of $\int EIw''^2dx/\int w'^2dx$ among clamped shapes is attained by a solution of (4), and the lowest load of such a solution is $P_{\rm cr}$.

At $\varepsilon=0.0049$ and $a=0.01t$, an evaluation with the full arc length gives $\Delta U=+2.55\times10^{-7}\,EI/t$ for $L=22t$ and $-1.23\times10^{-7}\,EI/t$ for $L=30t$. The sign changes as (11) requires.

## The copper line

The heating is $650-300=350$ K, so
$$\varepsilon=14\times10^{-6}\times350=0.0049 .$$
The smaller side is the width, $t=50$ nm. The line bows sideways, towards a neighbour, once its span exceeds
$$L_{\rm cr}=25.91\times50\ \text{nm}=1296\ \text{nm}\approx1.3\ \mu\text{m}.$$
If it could bow only along its height, the limit would be twice as large, about 2.6 $\mu$m. Past the limit the bow grows gradually, because the supports keep their distance. The force stays near $P_{\rm cr}$ and the added length $\Delta L/L=\pi^2a^2/(4L^2)$ takes up the excess strain, so $a=(2L/\pi)\sqrt{\varepsilon-\varepsilon_{\rm cr}}$. This is $0.67t$ at $L=30t$, and it reaches a straight neighbour 50 nm away only near $L=34t$, or 1.7 $\mu$m.

With $E=120$ GPa and $A=5000$ nm$^2$, the force is
$$P=(120\times10^9)(5\times10^{-15})(0.0049)\ \text{N}=2.94\ \mu\text{N},$$
and the stress is $\sigma=E\varepsilon=588$ MPa. The modulus does not affect the elastic span, but it does decide whether the metal can carry the load without yielding.

A line that is not quite straight bows gradually. Let its unloaded shape be $w_0=(a_0/2)(1-\cos kx)$. Bending stress arises from the change of shape, so (4) becomes $EI(w-w_0)''''+Pw''=0$. For a loaded shape of amplitude $a$ this gives
$$EIk^2(a-a_0)=Pa,\qquad a=\frac{a_0}{1-P/P_{\rm cr}} .$$
At a span of $20t$ and the same strain, $P/P_{\rm cr}=(20/25.91)^2=0.60$, and the initial bow grows about 2.5 times. This holds while the added length leaves $P$ nearly unchanged, that is for $a_0$ well below $0.1t$. With the relief of $P$ included, the growth is about 2.3 for $a_0=0.1t$ and 1.8 for $a_0=0.3t$.

## What the ideal model leaves out

**Yield.** Suppose the copper yields at 400 MPa and then hardens with a tangent modulus $E_t=12$ GPa, a tenth of $E$. These are assumed values. Yield starts at a strain of 0.333 percent, and the stress at full mismatch is
$$\sigma=400+12\,000\,(0.0049-0.00333)\approx419\ \text{MPa}.$$
If bowing starts while every fibre is still being compressed further, each added strain meets $E_t$ instead of $E$. The bending stiffness is then $E_tI$, while the force is $\sigma th$:
$$\sigma th=\frac{4\pi^2}{L^2}\frac{E_tht^3}{12}
\quad\Longrightarrow\quad
\frac Lt=\pi\sqrt{\frac{E_t}{3\sigma}}=9.7 .$$
The span at which bowing can begin during continued heating drops to about 0.49 $\mu$m, from 1.3 $\mu$m. This is a cautious limit: it marks where bowing can begin, and the fixed supports keep the bow small just above it. At $12t$ a line with an initial bow of $0.001t$ has bowed only about $0.04t$ at 650 K. If the temperature is instead held fixed, a bow unloads the fibres on its convex side, and these respond with the full modulus $E$. If the axial force stayed constant, $E_t$ would be replaced in the bending stiffness of a rectangular section by $4EE_t/(\sqrt E+\sqrt{E_t})^2\approx28$ GPa, and the straight line would lose stability at about $15t$. Such a line would also shorten as it bows. Supports that keep their distance prevent this, so at fixed temperature the limit lies above $15t$. A trial bow that leaves the mid-plane strain unchanged has half its fibres at $E$ and half at $E_t$, a mean modulus of 66 GPa, and becomes unstable at $\pi\sqrt{66\,000/(3\times419)}\approx23$. The limit therefore lies between $15t$ and $23t$, still below the elastic value. The modulus no longer cancels, because the force and the bending stiffness are no longer set by the same modulus. During heating, yield weakens the resistance to bending far more than it lowers the force, and the span falls.

**Soft supports.** Let the line continue on both sides of the gap into a dielectric of modulus $E_d=10$ GPa, which fills the side spaces $s=50$ nm. The neighbouring lines are held still. A displacement $w$ strains the dielectric by $w/s$ on each side, giving a restoring force per length $k_fw$ with
$$k_f=\frac{2E_dh}{s}=\frac{2\times10\times100}{50}\ \text{GPa}=40\ \text{GPa}.$$
This treats the dielectric as separate springs, bonded to the line and without shear between them.

Measure $x$ from the centre of the gap and take a symmetric bow. The transverse force $EIw'''+Pw'$ is constant in the gap, by (4), and odd in $x$; it is therefore zero. With $v=w'$, this reads $v''+q^2v=0$. Since $v$ is odd, $v\propto\sin qx$, and at the gap edge
$$\frac{v'}{v}=q\cot u,\qquad u=\frac{qL}{2}. \tag{12}$$

In the embedded part, $EIw''''+Pw''+k_fw=0$. Write $k_f/EI=4\beta^4$. Solutions $e^{rx}$ obey
$$r^4+q^2r^2+4\beta^4=0 .$$
For $q^2<4\beta^2$ the two decaying roots are $r=-m\pm in$. The product of the two values of $r^2$ is $4\beta^4$ and their sum is $-q^2$, so $m^2+n^2=2\beta^2$ and $m^2-n^2=-q^2/2$. Adding these gives $m^2=\beta^2-q^2/4$. The slope $v$ contains the same two exponentials, and so obeys
$$v''+2mv'+2\beta^2v=0 .$$
The transverse force is continuous at the gap edge, so there $v''=-q^2v$. Substitution gives
$$\frac{v'}{v}=-\kappa,\qquad \kappa=\frac{2\beta^2-q^2}{2\sqrt{\beta^2-q^2/4}}. \tag{13}$$
Slope and bending moment are also continuous. Continuity of $w$ itself adds no condition on $L$: it only fixes the constant left free when $v$ is integrated in the gap. Equating (12) and (13) gives $\tan u=-q/\kappa$, hence
$$L=\frac2q\left[\pi-\arctan\frac q\kappa\right]. \tag{14}$$

Here $qt=0.2425$, $\beta t=0.841$ and $\kappa t=0.814$, which give $L/t=23.5$, or about 1.2 $\mu$m. The limit falls by 9 percent. Finite elements with embedded ends, not restricted to symmetric bows, also give 23.5. Both calculations treat the line as a slender beam. In the dielectric the bow dies out over about one thickness, where that theory is only rough, so the 9 percent indicates the size of the fall, not its precise value. It also rests on neighbours that stay still. In an array of equally heated lines the neighbours can move together; the side springs are then not strained, and only shear of the dielectric towards the layers above and below holds the ends. A support ten times weaker, $k_f=4$ GPa, gives $L/t=21.6$ from (14), a fall of about 17 percent.

Two limits check (14). A very stiff end, $\kappa\to\infty$, returns $L=2\pi/q$, the clamped result. An end free to rotate, $\kappa\to0$, gives $L=\pi/q$, half the clamped span: $L/t\approx13$. Loss of rotational clamping alone can thus matter by a factor of two. In this model $\kappa=0$ is reached at $2\beta^2=q^2$, here $k_f\approx0.07$ GPa. Equation (14) as written holds for $\kappa>0$; for still softer surroundings $\kappa$ is negative and the span falls below $\pi/q$.

**Shear.** In a short beam the cross-section rotates by an angle $\phi$ that differs from $w'$. The shear stiffness is $S=(5/6)GA$, with the usual factor for a rectangle and shear modulus $G=44.8$ GPa. The energy per length is
$$\tfrac12EI\phi'^2+\tfrac12S(w'-\phi)^2-\tfrac12Pw'^2 .$$
Variation of $w$ makes $S(w'-\phi)-Pw'$ constant. For a symmetric bow this constant is zero, so $\phi=(1-P/S)w'$. Variation of $\phi$ gives $EI\phi''+S(w'-\phi)=0$, which becomes
$$EI\phi''+\frac{P}{1-P/S}\,\phi=0 .$$
The clamps require $\phi=0$ at both ends, and the lowest symmetric bow has $\phi\propto\sin(2\pi x/L)$. Thus $P/(1-P/S)=4\pi^2EI/L^2$. At fixed $P$ the span is multiplied by $\sqrt{1-P/S}$. With $P/S=0.0158$ it falls by 0.8 percent. Other terms of relative order $\varepsilon$, dropped in (1), have not been sized, so "about 26" is as fine as the result should be read.

**Electric pull.** Let both neighbours differ from the line by $V=1$ V. The field is 0.20 MV/cm. In the parallel-plate approximation, the net pull per length after a displacement $w$ is
$$\frac{\varepsilon_0hV^2}{2}\left[\frac1{(s-w)^2}-\frac1{(s+w)^2}\right]\simeq k_ew,\qquad k_e=\frac{2\varepsilon_0hV^2}{s^3}.$$
It acts as a negative spring and adds $-\frac12k_e\int w^2dx$ to the energy. For the clamped bow $\int w^2dx=3a^2L/8$, so the bracket in the middle expression of (11) becomes $EIk^2-P-3k_e/k^2$. At the limit this vanishes. At fixed $P$, and to first order in $k_e$,
$$k^2\simeq q^2\left(1+\frac{3k_e}{EIq^4}\right).$$
Since $L=2\pi/k$, the span falls by the fraction $3k_e/(2EIq^4)$. With $k_e=1.42\times10^4$ Pa this is 0.03 percent. Fringing fields, left out of the parallel-plate form, raise $k_e$ by about 15 percent for this section, and the fall to about 0.035 percent. At this voltage the buckling is mechanical in origin, and the electric force hardly shifts it.

## Comparison

The scaling estimate and the exact solution have the same dependence on strain:
$$\left(\frac Lt\right)_{\rm scaling}=\frac1{\sqrt\varepsilon}\approx14,\qquad
\left(\frac Lt\right)_{\rm exact}=\frac{2\pi}{\sqrt{12}}\frac1{\sqrt\varepsilon}\approx26 .$$
The estimate is 45 percent below the exact value. The missing factor, $2\pi/\sqrt{12}=1.81$, has two parts. The section's bending stiffness is $Eht^3/12$, not $Eht^3$, which shortens the span by $\sqrt{12}$. The clamped bow fits a full cosine period into the gap, so its inverse length is $2\pi/L$, not $1/L$, which lengthens the span by $2\pi$.

For a real copper interconnect, the dimensions and the expansion mismatch used here are rough, plausible values, as is 10 GPa for a dense low-permittivity dielectric. The assumption most at risk is elasticity: the line would have to carry 588 MPa for $E=120$ GPa, at a temperature where copper can also creep. The modulus of copper depends strongly on crystal direction, from about 67 GPa along $\langle100\rangle$ to about 190 GPa along $\langle111\rangle$, so the stress can lie anywhere from about 330 to 940 MPa. The modulus cancels from (9) only for a uniform line; a chain of differently oriented grains can move the ratio by 5 to 10 percent. With the assumed yield curve, the span at which bowing can begin during heating moves from 26 to about 10 thicknesses. Creep has not been sized. The true stress-free temperature depends on how the line was deposited and annealed, and $\varepsilon$ must be counted from there. Where dielectric remains under the line, the line is not unsupported and (9) does not apply.

As a design rule, $L<26t$ at 0.49 percent strain therefore requires a straight elastic line, rigid clamps and free side faces. Within this example, each of the four effects sized in part (c) shortens the permitted span, so 26 thicknesses leaves no safety margin against the onset of bowing. The numerical output below lists the values used.

## Table of computed values

```
line width, height, side space: 50, 100, 50 nm
Young's modulus: 120 GPa; Poisson ratio: 0.34
expansion mismatch: 14 ppm/K
stress-free and hot temperature: 300, 650 K
mismatch strain: 0.49 percent
section area: 5000 nm^2
second moment, bowing along width: 1.0417e+06 nm^4
second moment, bowing along height: 4.1667e+06 nm^4
axial force: 2.940 uN
elastic compressive stress: 588 MPa
q times t: 0.2425
second root u of tan u = u: 4.4934
lowest two loads, finite elements: 39.4784, 80.7630 EI/L^2
critical span/thickness, formula: 25.911
critical span/thickness, finite elements: 25.911
critical span: 1296 nm = 1.296 um
critical span for bowing along height: 2591 nm
critical strain at span 26 t: 0.487 percent
energy of bow 0.01 t at span 22 t: 2.554e-07 EI/t
energy of bow 0.01 t at span 30 t: -1.228e-07 EI/t
assumed yield stress: 400 MPa; tangent modulus: 12 GPa
yield strain: 0.333 percent
stress after yield at full mismatch: 418.8 MPa
yielded line, critical span/thickness: 9.71
yielded line, critical span: 485 nm
dielectric modulus: 10 GPa
foundation stiffness per length: 40.0 GPa
beta times t: 0.8409; kappa times t: 0.8144
soft anchors, span/thickness, formula: 23.525
soft anchors, span/thickness, finite elements: 23.525
soft anchors, critical span: 1176 nm
soft anchors, span reduction: 9.2 percent
shear modulus: 44.8 GPa
axial force over shear stiffness P/S: 0.01576
shear, span reduction: 0.79 percent
voltage: 1.0 V; field in side gap: 0.20 MV/cm
electrostatic negative stiffness per length: 1.417e+04 Pa
electrostatic span reduction, formula: 0.0307 percent
electrostatic span reduction, finite elements: 0.0307 percent
```
